# Why Local-Field Spread Broadens Merz Switching Times as Inverse Field

**Q:** Suppose every region of my ferroelectric ceramic obeys the same Merz law, and the local fields differ from the applied field by a few per cent. I am told that the switching times then spread out more at low field, as the inverse of the field. If the percentage spread of field is fixed and the law is common to all regions, why does the applied field matter at all?

**A:** Because the Merz law puts the field in the denominator of an exponent, and that exponent is larger at low field. Let region $i$ have the switching time

$$\tau_i=t_0\,e^{E_a/E_i},$$

where $E_i>0$ is its local field along the switching direction, $E_a$ the activation field and $t_0$ a time prefactor. The constants $E_a$ and $t_0$ are the same everywhere, and temperature is fixed. Taking the logarithm gives

$$\ln\frac{\tau_i}{t_0}=\frac{E_a}{E_i}.$$

Now change the local field by a small amount $dE_i$. Since the derivative of $1/E_i$ is $-1/E_i^2$,

$$d\ln\tau_i=-\frac{E_a}{E_i^2}\,dE_i=-\frac{E_a}{E_i}\,\frac{dE_i}{E_i}.$$

The last factor is the relative change of field, and the factor before it is an amplification. A field 1% too low raises the exponent by about 1% of itself. If the exponent is 8, that adds 0.08 to $\ln\tau$; if it is 16, it adds 0.16. Halving the applied field doubles the exponent, and so doubles the effect of the same percentage error.

**Q:** That covers one region. What is the width for the whole population?

**A:** Write the local field as $E_i=\eta E$, with $E$ the applied field. The number $\eta$ varies from region to region, with mean 1 and standard deviation $s$. The essential assumption is that the distribution of $\eta$ does not change with $E$. This describes local fields that scale with the applied voltage, as they do in a linear dielectric with a fixed pattern of permittivity and pores. Then

$$\ln\frac{\tau}{t_0}=\frac{E_a}{E}\,\frac1\eta .$$

The applied field appears only in the prefactor. Multiplying a random quantity by a positive constant multiplies its standard deviation by that constant, and adding the constant $\ln t_0$ does not alter it. Therefore

$$w\equiv\mathrm{sd}(\ln\tau)=\frac{E_a}{E}\,\mathrm{sd}\!\left(\frac1\eta\right).$$

Within these assumptions the inverse-field law is exact, provided the standard deviation on the right exists.

**Q:** I see no small spread in that argument. Where does "small" come in?

**A:** It is not needed for the power of $E$. It is needed to replace $\mathrm{sd}(1/\eta)$ by $s$. Put $\eta=1+sx$, where $x$ has mean 0, variance 1 and skewness $\gamma=\langle x^3\rangle$. For small $s$, with $\eta$ kept away from zero,

$$\frac1{1+sx}=1-sx+s^2x^2+O(s^3).$$

The mean is $1+s^2+O(s^3)$, so the deviation from the mean is $-sx+s^2(x^2-1)+O(s^3)$. Squaring and averaging gives

$$\mathrm{var}\!\left(\frac1\eta\right)=s^2-2s^3\langle x(x^2-1)\rangle+O(s^4)=s^2-2\gamma s^3+O(s^4),$$

because $\langle x\rangle=0$. The square root is

$$\mathrm{sd}\!\left(\frac1\eta\right)=s\,[1-\gamma s+O(s^2)],\qquad w\simeq\frac{sE_a}{E}.$$

The leading term also gives the approximate shape: $\ln\tau$ deviates from its centre by $-(E_a/E)sx$. To this order its distribution is the field distribution, mirrored and stretched. A small asymmetry is not captured reliably, because the next term, $s^2x^2$, favours a tail towards long times. The mirror arises because a weak field means a long time.

Notice which quantity was expanded. We need $s$ to be small, but not $sE_a/E$. The width $w$ may be of order one, in which case the times themselves differ by large factors while their logarithms are still nearly linear in the field deviation.

**Q:** Does the whole distribution scale, or just its standard deviation?

**A:** The whole distribution. Let $f(\eta)$ be the density of $\eta$ and put $z=\ln(\tau/t_0)$. Then $\eta=E_a/(Ez)$ and $|d\eta/dz|=E_a/(Ez^2)$, so conservation of probability gives

$$g(z)=f\!\left(\frac{E_a}{Ez}\right)\frac{E_a}{Ez^2}.$$

Now use $q=zE/E_a=1/\eta$. Since $dz=(E_a/E)\,dq$, its density is

$$h(q)=\frac{E_a}{E}\,g\!\left(\frac{E_aq}{E}\right)=\frac{1}{q^2}\,f\!\left(\frac1q\right),$$

which does not contain $E$. The curves for all applied fields fall on one another when $\ln(\tau/t_0)$ is multiplied by $E$. Any span between two fixed percentiles of $\ln\tau$ therefore also varies as $1/E$.

Percentiles are useful when the standard deviation fails. The average of $1/\eta^2$ diverges if $f$ tends to a non-zero value at $\eta=0$, as it does for a Gaussian cut off at zero. The far tail of nearly field-free regions then makes $w$ infinite, although the 10–90% span remains finite. Physically, the Merz law should not be trusted in that tail.

**Q:** Can you give me a distribution for which the correction is known in full?

**A:** A gamma distribution with mean 1 is convenient, because it gives no negative fields. With $k=1/s^2$,

$$f(\eta)=\frac{k^k}{\Gamma(k)}\,\eta^{k-1}e^{-k\eta},\qquad \langle\eta^{-p}\rangle=k^p\,\frac{\Gamma(k-p)}{\Gamma(k)}\quad(p<k).$$

The second formula is the gamma-function integral with the power lowered by $p$. It gives $\langle1/\eta\rangle=k/(k-1)$ and $\langle1/\eta^2\rangle=k^2/[(k-1)(k-2)]$. Hence

$$\mathrm{var}\!\left(\frac1\eta\right)=\frac{k^2}{k-1}\left(\frac1{k-2}-\frac1{k-1}\right)=\frac{k^2}{(k-1)^2(k-2)}.$$

Taking the root and inserting $k=1/s^2$,

$$\mathrm{sd}\!\left(\frac1\eta\right)=\frac{s}{(1-s^2)\sqrt{1-2s^2}},\qquad s^2<\tfrac12 .$$

For $s=0.05$ this exceeds $s$ by 0.5%. For $s=0.4$ it is $1.44\,s$, so the small-spread coefficient is badly wrong. Even then, going from 3 to 1.5 kV/mm doubles the width.

**Q:** Let me see times in seconds.

**A:** Take $E_a=24$ kV/mm, $t_0=1$ ns and $s=0.05$. These are round model parameters, meant for the rough regime of a bulk lead zirconate titanate ceramic. At $E=3$ kV/mm the exponent is $24/3=8$, and a region at the mean field has $\tau=10^{-9}e^{8}$ s $=2.98$ µs. At 1.5 kV/mm the exponent is 16 and the time is 8.9 ms.

Compare a region 5% below the mean field with one 5% above it. The ratio of their times is

$$\exp\!\left[\frac{E_a}{E}\left(\frac1{0.95}-\frac1{1.05}\right)\right]=\exp\!\left(0.10025\,\frac{E_a}{E}\right).$$

At 3 kV/mm the times are 4.54 and 2.04 µs, a ratio of 2.23. At 1.5 kV/mm they are 20.6 and 4.15 ms, a ratio of 4.97, which is the square of 2.23. The pair has the same relative field difference in both cases; the exponent that multiplies it has doubled.

For the gamma distribution, the population gives:

| $E$ (kV/mm) | $E_a/E$ | $sE_a/E$ | $w$ | 10–90% span (decades) |
|---:|---:|---:|---:|---:|
| 1.5 | 16 | 0.800 | 0.804 | 0.89 |
| 2 | 12 | 0.600 | 0.603 | 0.67 |
| 3 | 8 | 0.400 | 0.402 | 0.45 |

The last column is $(E_a/E)(1/\eta_{10}-1/\eta_{90})/\ln10$, with the 10% and 90% points of $\eta$ found numerically. The division by $\ln10$ converts natural logarithms to decades.

**Q:** Would any strongly field-dependent switching law do the same?

**A:** No. For a smooth law $\tau(E)$ and a small relative spread, first-order expansion gives

$$\ln\tau(E+sxE)\simeq\ln\tau(E)+sx\,\frac{d\ln\tau}{d\ln E},\qquad w\simeq s\left|\frac{d\ln\tau}{d\ln E}\right|.$$

The width measures the local slope of the switching law on a log–log plot. For a power law $\tau=CE^{-m}$ that slope is $-m$ at every field. With $m=6$ and the same 5% spread the width is 0.30 at all three fields. The times depend strongly on field, yet their logarithmic distribution does not broaden as the field is lowered.

The argument can be reversed. Suppose $\tau$ falls with field, $s$ is constant, and the width is found to be $w=sA/E$ over some range. To leading order in $s$,

$$\frac{d\ln\tau}{d\ln E}=-\frac AE\quad\Rightarrow\quad\frac{d\ln\tau}{dE}=-\frac{A}{E^2}\quad\Rightarrow\quad\ln\tau=\text{const}+\frac AE .$$

That is the Merz form. In the model of your question, the inverse-field broadening therefore comes from two things together: a relative spread that stays fixed, and an exponent inversely proportional to field.

**Q:** What if my local fields contain a built-in part that does not grow with the voltage?

**A:** Then the relative spread is no longer fixed. Let $E_i=E+\delta$, where $\delta$ has mean zero and a constant standard deviation $\sigma\ll E$. Expanding,

$$\frac{E_a}{E+\delta}\simeq\frac{E_a}{E}-\frac{E_a\delta}{E^2},\qquad w_\sigma\simeq\frac{E_a\sigma}{E^2}.$$

One power of $1/E$ comes from the Merz exponent. The other appears because a fixed field error is a larger fraction of a smaller applied field.

For $\sigma=0.02$ kV/mm at $E=1.5$ kV/mm, $w_\sigma=24\times0.02/1.5^2=0.21$. If this spread is independent of the relative one, the variances add to leading order, and the width rises from 0.804 to $\sqrt{0.804^2+0.213^2}=0.83$, or by about 3.5%.

**Q:** Conversely, if I do find $1/E$, have I proved that the local fields vary?

**A:** No. Suppose the field is uniform but the activation field of a region is $aE_a$, with $a$ of mean 1. Then $\ln(\tau/t_0)=aE_a/E$, and

$$w=\frac{E_a}{E}\,\mathrm{sd}(a).$$

This is the same dependence on $E$. To leading order, a 5% spread of activation field and a 5% spread of local field give the same width. The common Merz law was an assumption of your question; the width alone cannot confirm it.

**Q:** I do not measure $\tau$ region by region. I measure the switched polarization of the whole sample against time. Is its width also proportional to $1/E$?

**A:** Not in general, because a single region does not switch all at once. Suppose its switched fraction is

$$p_i(t)=1-e^{-(t/\tau_i)^n},$$

with the same Avrami exponent $n$ everywhere. Treat $p_i$ as the cumulative distribution of the times at which small parts of the region switch, and define $v=(t/\tau_i)^n$. The fraction not yet switched is $e^{-v}$, so $v$ has an exponential distribution whatever the value of $\tau_i$. Solving for the time,

$$\ln t=\ln\tau_i+\frac1n\ln v .$$

The two terms are independent, and their variances add. To find the variance of $\ln v$, use

$$\langle e^{p\ln v}\rangle=\int_0^\infty v^p e^{-v}\,dv=\Gamma(1+p).$$

The second derivative of $\ln\Gamma(1+p)$ at $p=0$ is the variance, and it equals $\sum_{j\ge1}1/j^2=\pi^2/6$. With regions weighted by their switched polarization, the standard deviation $W$ of $\ln t$ for the whole transient obeys

$$W^2=\left(\frac{E_a}{E}\right)^2\mathrm{var}\!\left(\frac1\eta\right)+\frac{\pi^2}{6n^2}.$$

The second term does not depend on field. It is the width you would see in a perfectly uniform sample.

**Q:** How badly does that hide the law in your example?

**A:** Take $n=2$. The constant term is $\pi^2/24=0.411$, so one region alone has a width of 0.641. This is more than the field-spread width of 0.402 at 3 kV/mm. The total widths are

$$W(1.5)=\sqrt{0.804^2+0.411}=1.03,\qquad W(3)=\sqrt{0.402^2+0.411}=0.76 .$$

Halving the field raises $W$ by a factor of 1.36 instead of 2. A straight-line fit of $\ln W$ against $\ln E$ at the three fields gives a slope of $-0.44$, which could be mistaken for a different switching law. The slope is not even constant. Since $w^2\propto E^{-2}$, differentiating $W^2=w^2+\text{const}$ gives

$$\frac{d\ln W}{d\ln E}=-\frac{w^2}{W^2},$$

which is $-0.61$ at 1.5 kV/mm and $-0.28$ at 3 kV/mm. At low enough field the disorder term dominates and the slope tends to $-1$. At high field the one-region term dominates and the slope tends to 0, if the model still holds there.

**Q:** So what should I plot?

**A:** Plot $W^2$ against $1/E^2$, at fixed temperature. In this model it is a straight line, with intercept $\pi^2/(6n^2)$ and slope $[E_a\,\mathrm{sd}(1/\eta)]^2$. Here the root of the slope is 1.206 kV/mm. Dividing by $E_a=24$ kV/mm returns 0.0503, which is $\mathrm{sd}(1/\eta)$.

In practice, $E_a$ comes from the mean of $\ln t$. Averaging the expression for $\ln t$ gives

$$\langle\ln t\rangle=\ln t_0+\frac{E_a}{E}\left\langle\frac1\eta\right\rangle+\frac{\langle\ln v\rangle}{n}.$$

The last term is constant, so the slope against $1/E$ is $E_a\langle1/\eta\rangle$, which differs from $E_a$ by a relative amount of order $s^2$.

The intercept needs care too. If $t_0$ varies independently between regions, the variance of $\ln t_0$ is added to it. The intercept then no longer gives $n$ by itself.

**Q:** How close is this to a real ceramic, and which assumption would you worry about first?

**A:** Fields of one to a few kV/mm, a polarization change of some tens of µC/cm² and a relative permittivity around a thousand are reasonable rough figures for bulk lead zirconate titanate. The values of $E_a$, $t_0$, $s$ and $n$ are choices; fitted values depend on composition, temperature and the range of fields. The 5% spread also leaves out grain orientation. For randomly oriented tetragonal grains, the component of a uniform field along the nearest polar axis already has a relative spread of about 12%. That spread scales with the applied field, so it keeps the $1/E$ law. Suppose each grain simply reverses along that axis. Combined independently with the 5% spread at the same $E_a$, this spread then multiplies the width by about 3.3 if grains are counted equally. In the measured transient a grain counts in proportion to its projection, and the factor is about 3.2. The mean projection is also only 0.83 of the field, and the slope of $\langle\ln t\rangle$ against $1/E$ would then overstate $E_a$ by about 20%: with that weighting, the mean of the inverse projection is $1/0.83$. I would worry first about the independence of the regions. When a grain reverses, its bound surface charge changes, and so do the fields in and around it. For an isolated sphere with polarization change $\Delta P$ in a medium of equal permittivity, the surface charge density is $\Delta P\cos\theta$. Adding the axial Coulomb fields at the centre gives the magnitude

$$\Delta E=\frac{\Delta P}{2\varepsilon_0\varepsilon_r}\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta=\frac{\Delta P}{3\varepsilon_0\varepsilon_r}.$$

With $\Delta P=70$ µC/cm² and $\varepsilon_r=1000$ this is 26 kV/mm, far above the applied field. Neighbours that switch together, or free charge, must cancel nearly all of it. At 1.5 kV/mm the assumed field spread is $sE=0.075$ kV/mm, so an uncompensated part of just 0.28% produces a field change of the same size. It shifts $\ln\tau$ by about 0.8, as much as the whole calculated width. The example therefore shows how a given, fixed field distribution acts; it does not predict the width for a particular ceramic.

**Q:** And the circuit, heating and breakdown?

**A:** Consider a sample 0.5 mm thick with 10 mm² electrodes. Its switched charge is $0.70\ \mathrm{C/m^2}\times10^{-5}\ \mathrm{m^2}=7$ µC. Delivered in 2.98 µs, this is a current of 2.35 A. A series resistance of 10 Ω then takes 23.5 V from the 1500 V applied at 3 kV/mm, or 1.6%. If that drop lasted throughout, the amplification of 8 would turn it into a shift of 0.125 in $\ln\tau$, about a third of $w$ at that field. For one region with $n=2$, the current instead builds up from zero and peaks at about 1.8 A, so the actual delay is smaller: about 0.07 in $\ln t$ at half switching. Fast transients therefore need a low series resistance.

The work done per volume, $\Delta P\,E$, divided by a rough heat capacity of $3\times10^6$ J/(m³ K), gives 0.7 K if no heat escapes. If $E_a\propto1/T$, as for a thermally activated process with a fixed barrier scale, this changes the exponent of 8 by only 0.02. The ambient temperature matters more: under the same assumption, going from 298 to 358 K at fixed $E$ and fixed field distribution multiplies $w$ by $298/358=0.83$.

A rough breakdown field of 5 kV/mm leaves a margin above the applied 3 kV/mm. In the assumed distribution practically no region reaches it, but real breakdown can start at a flaw that this distribution does not describe. Field emission from an electrode, by tunnelling through a triangular barrier 1 eV high, is negligible: for a free-electron mass, the semiclassical exponent at 3 kV/mm is about 2300. Conduction through defects is a separate matter and is not covered by that estimate.
